# Tanabe–Sugano diagrams by block diagonalisation, overlap tracking and Hellmann–Feynman slopes

In the Tanabe–Sugano diagram of octahedral $d^6$ with $C/B=4$, the $^5T_2$ level is the pure configuration $t_2^4e^2$ at every field strength, yet its curve has slope $0$ at $\Delta/B=10$ and slope $1.9487$ at $\Delta/B=25$. Neither number is the occupation $2$. A plotted slope is a difference of two $e_g$ occupations, and the one subtracted belongs to a ground state that changes identity at $\Delta/B=17.03$ and above that field is itself a mixture of configurations.

## Model and integrals

The model has $n$ electrons in five $d$ orbitals with one radial function, an octahedral field, and no spin–orbit or vibronic coupling. All states have $g$ parity, so the rotation group $O$ of order 24 suffices. The field puts the two $e$ orbitals at $+0.6\Delta$ and the three $t_2$ orbitals at $-0.4\Delta$, which fixes the splitting $\Delta=10Dq$ and the barycentre $2(0.6)-3(0.4)=0$. With $\hat n_{t}=n-\hat n_e$, the field term is $0.6\Delta\hat n_e-0.4\Delta(n-\hat n_e)$, so

$$H(\Delta)=H_{ee}+\Delta\,(\hat n_e-0.4\,n).$$

The angular functions are $d_a=\mathcal N\,\hat r^{T}Q_a\hat r$, with $Q_a$ real, symmetric, traceless and $\mathrm{tr}\,Q_aQ_b=\delta_{ab}$, for $xy$, $yz$, $zx$, $z^2$, $x^2-y^2$. The spherical average of $x_ix_jx_kx_l$ is isotropic, $c(\delta_{ij}\delta_{kl}+\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk})$, and contracting $i=j$, $k=l$ gives $1=c(9+3+3)$. Hence $\int(\hat r^TQ\hat r)^2d\Omega=4\pi\cdot 2/15$ and $\mathcal N^2=15/8\pi$.

Inserting $1/r_{12}=\sum_k r_<^k r_>^{-k-1}P_k(\cos\gamma)$ and calling the radial integrals $F^k$,

$$(ab|cd)=\sum_{k=0,2,4}F^k\iint d_a d_b(\hat r_1)\,P_k(\hat r_1\!\cdot\!\hat r_2)\,d_c d_d(\hat r_2)\,d\Omega_1 d\Omega_2 .$$

The sum stops at 4 and skips odd $k$ because $d_ad_b$ is an even polynomial of degree 4. In each point the integrand has degree at most 8. Twelve equally spaced azimuths annihilate $e^{im\varphi}$ for $1\le|m|\le11$, and the remaining $m=0$ part is a polynomial in $\cos\theta$ that six Gauss–Legendre nodes integrate without error up to degree 11. The 72-point product rule is therefore exact.

The Racah parameters are $A=F^0-F^4/9$, $B=F^2/49-5F^4/441$, $C=35F^4/441$. Inverting, $F^4=63C/5$, $F^2=49B+5F^4/9=49B+7C$, $F^0=A+7C/5$. Since $P_0=1$, the $k=0$ term is $F^0n(n-1)/2$, so $A$ shifts all levels alike and is set to zero. The example takes the round values $C/B=4$ and $B=800\ \mathrm{cm^{-1}}$, for which $F^0,F^2,F^4=5.6,\,77,\,50.4\,B$.

Two exchange integrals are needed later in closed form. The kernel $P_k$ projects on rank $k$ with factor $4\pi/(2k+1)$. Let $t=\cos\theta$, $s^2=1-t^2$. The product $d_{xy}d_{x^2-y^2}=\mathcal N^2 s^4\sin4\varphi/4$ is pure rank 4, and $\int s^8dt=256/315$, so
$$K(xy,x^2{-}y^2)=\frac{4\pi}{9}\,\frac{225}{64\pi^2}\,\frac{\pi}{16}\,\frac{256}{315}F^4=\frac{35}{441}F^4=C .$$
The product $d_{xy}d_{z^2}=\mathcal N^2 s^2(3t^2-1)\sin2\varphi/\sqrt{12}$ splits through $3t^2-1=\tfrac37(7t^2-1)-\tfrac47$ into rank 4, $s^2(7t^2-1)$, and rank 2, $s^2$. With $\int s^4dt=16/15$, $\int s^4(7t^2-1)^2dt=64/45$ and the common factor $\mathcal N^4\pi/12=225/768\pi$,
$$K(xy,z^2)=\frac{225}{768\pi}\left[\frac{4\pi}{5}\frac{16}{49}\frac{16}{15}F^2+\frac{4\pi}{9}\frac{9}{49}\frac{64}{45}F^4\right]=\frac{4F^2}{49}+\frac{15F^4}{441}=4B+C .$$
The cross integral $(xy\,z^2|xy\,x^2{-}y^2)$ vanishes because $\sin2\varphi$ and $\sin4\varphi$ are orthogonal.

## Spin and symmetry blocks

For spin $S$ take $N_\alpha=n/2+S$, $N_\beta=n/2-S$, so $M_S=S$. Determinants are products of an $\alpha$ string and a $\beta$ string, and $E_{pq}=\sum_\sigma a^\dagger_{p\sigma}a_{q\sigma}=e^\alpha_{pq}\otimes1+1\otimes e^\beta_{pq}$, with no extra sign because each term is bilinear. Moving one annihilator, $a^\dagger_{p\sigma}a^\dagger_{r\tau}a_{s\tau}a_{q\sigma}=a^\dagger_{p\sigma}a_{q\sigma}a^\dagger_{r\tau}a_{s\tau}-\delta_{qr}\delta_{\sigma\tau}a^\dagger_{p\sigma}a_{s\sigma}$, gives
$$H_{ee}=\tfrac12\sum_{pqrs}(pq|rs)\,(E_{pq}E_{rs}-\delta_{qr}E_{ps}).$$
The sector holds one component of every multiplet with $S'\ge S$, and $S_+=\sum_p a^\dagger_{p\alpha}a_{p\beta}$ annihilates those with $S'=S$ and no others. Its null space $Z$ is the pure-spin basis. The sign $(-1)^{N_\alpha}$ from carrying $a_{p\beta}$ past the $\alpha$ string is common to all terms and does not alter the null space.

A rotation sends $f(\hat r)$ to $f(R^{-1}\hat r)$, that is $Q\to RQR^T$, so $D_{ba}(R)=\mathrm{tr}(Q_bRQ_aR^T)$. For $R=\exp(\theta\,\mathbf u\cdot\mathbf J)$ with $(J_k)_{ij}=-\epsilon_{kij}$, differentiation gives the generator $(\kappa_k)_{ba}=\mathrm{tr}(Q_b[J_k,Q_a])$, real and antisymmetric. Its many-electron form is $K_k=\sum_{pq}(\kappa_k)_{pq}E_{pq}=-iL_k$, so $L^2=-\sum_kK_k^2$, and $U(R)=\exp(\theta\,\mathbf u\cdot\mathbf K)=U_\alpha\otimes U_\beta$ because the two spin parts commute.

The irreducible matrices are at hand. The 24 elements are the signed permutation matrices of determinant $+1$; $T_1$ is $R$ itself, $E$ and $T_2$ are the two diagonal blocks of $D(R)$, and $A_2$ is the sign of the underlying permutation. With one diagonal element $D^\Gamma_{11}$ define
$$P^\Gamma=\frac{d_\Gamma}{24}\sum_R D^\Gamma_{11}(R)\,U(R).$$
It is symmetric because $U(R^{-1})=U(R)^T$ and $D^\Gamma_{11}(R^{-1})=D^\Gamma_{11}(R)$. In $P^2$ put $T=RR'$, so that $D_{11}(R')=D_{11}(R^{-1}T)=\sum_kD_{k1}(R)D_{k1}(T)$; the orthogonality relation $\sum_RD_{11}(R)D_{k1}(R)=(24/d_\Gamma)\delta_{k1}$ then returns $P^2=P$. Since $H_{ee}$ and $\hat n_e$ commute with every $U(R)$ and with the spin operators, both map the range of $P^\Gamma$ within $Z$ into itself. That range contains one partner of each $\Gamma$ multiplet, so each root stands for $(2S+1)d_\Gamma$ states.

Characters give the block size independently. In the eigenbasis of $D(R)$ a string of $N$ orbitals is multiplied by the product of its eigenvalues, so the trace over strings is the elementary symmetric polynomial $e_N$. Subtracting the sector $M_S=S+1$ removes all $S'>S$:
$$m_{S\Gamma}=\frac1{24}\sum_R\chi_\Gamma(R)\,\big[e_{N_\alpha}e_{N_\beta}-e_{N_\alpha+1}e_{N_\beta-1}\big].$$
For $d^6$ the sizes in the order $A_1,A_2,E,T_1,T_2$ are $5,2,5,4,7$ for singlets and $1,2,3,7,5$ for triplets, with one $^5E$ and one $^5T_2$: 43 curves. Weighting by $d_\Gamma$ gives $50$ singlets, $45$ triplets and $5$ quintets, and $50+3\cdot45+5\cdot5=210$.

Diagonalising $\hat n_e$ in each block gives a basis with integer $n_e$, in which $H=H_0+\Delta\,\mathrm{diag}(n_e-0.4n)$ and squared components summed at fixed $n_e$ are the weights $w_k$ of $t_2^{\,n-k}e^k$.

Exchanging particles and holes sends $E_{pq}\to2\delta_{pq}-E_{qp}$. Then $\hat n_e-0.4n\to(4-\hat n_e)-0.4(10-n)=-(\hat n_e-0.4n)$. The quadratic part of $H_{ee}$ is unchanged because $(pq|rs)$ is symmetric in $p,q$ and in $r,s$, and the extra one-electron terms are rotationally invariant contractions, proportional to $\delta_{pq}$ by Schur's lemma. Thus $d^n$ at $\Delta$ has the spectrum of $d^{10-n}$ at $-\Delta$ plus a constant.

## Slopes, curvature and drift

Let $|i\rangle$ be a real normalised eigenvector, nondegenerate in its block, and $N_{ji}=\langle j|\hat n_e|i\rangle$. Differentiate $(H-E_i)|i\rangle=0$:
$$(\hat n_e-0.4n-E_i')|i\rangle+(H-E_i)|i'\rangle=0 .$$
Projection on $\langle i|$ removes the second term and gives the Hellmann–Feynman relation
$$\langle n_e\rangle_i=\frac{dE_i}{d\Delta}+0.4\,n .$$
Projection on $\langle j|$, $j\ne i$, gives $\langle j|i'\rangle=N_{ji}/(E_i-E_j)$, while $\langle i|i'\rangle=0$ from the norm. Differentiating $\langle n_e\rangle_i$ once more, $E_i''=2\langle i|\hat n_e|i'\rangle$, so
$$E_i''=-2\sum_{j\ne i}\frac{N_{ji}^2}{E_j-E_i}.$$
For the lowest root of a block this is not positive, and its $e_g$ occupation cannot rise with $\Delta$. At a minimum of the gap $E_{i+1}-E_i$ the slopes are equal, hence $\langle n_e\rangle_i=\langle n_e\rangle_{i+1}$. Completeness, $1-\langle i(\Delta)|i(\Delta+h)\rangle^2=\sum_{j\ne i}\langle j(\Delta)|i(\Delta+h)\rangle^2$, gives the drift to leading order in $h$,
$$1-\langle i(\Delta)|i(\Delta+h)\rangle^2\simeq h^2\sum_{j\neq i}\frac{N_{ji}^2}{(E_i-E_j)^2}.$$

A diagram plots $E_i-E_0$, whose slope is $\langle n_e\rangle_i-\langle n_e\rangle_0$. Occupations therefore need either absolute energies with the barycentre convention or the ground-state occupation added back.

## What overlap can follow

Two roots of one real symmetric block coincide when the $2\times2$ effective matrix has both equal diagonal elements and a zero off-diagonal element. Two conditions on one parameter are generically not met, unless a further symmetry removes the coupling. Roots of different blocks have zero coupling and cross freely. For all blocks of $d^2$ to $d^8$ at $C/B=4$ and $0.01\le\Delta/B\le50.01$ the tracker records no in-block crossing; this is a finding for that range and ratio. In these complete blocks, over that range, overlap tracking thus reproduces energy order. Its uses there are to confirm this, to keep vector signs continuous and to expose avoided crossings. It becomes the carrier of labels when the blocking is incomplete.

Near a gap minimum at $\Delta_c$, with other roots far away, put $y=\Delta-\Delta_c$ and
$$H_2=\bar E+\tfrac12\begin{pmatrix}ky&g\\ g&-ky\end{pmatrix},\qquad \hat n_e=\bar n+\tfrac k2\begin{pmatrix}1&0\\0&-1\end{pmatrix}.$$
Writing $ky=\rho\cos\phi$, $g=\rho\sin\phi$, the gap is $\rho=\sqrt{k^2y^2+g^2}$, the eigenvectors are $(\cos\frac\phi2,\sin\frac\phi2)$ and $(-\sin\frac\phi2,\cos\frac\phi2)$, and $\phi=\frac\pi2-\arctan(ky/g)$. The overlap of a vector with itself at another point is the cosine of half the change in $\phi$. From $y=-h/2$ to $+h/2$ that half change is $\arctan(kh/2g)$. At $y=0$ the vectors are $(1,1)/\sqrt2$ and $(-1,1)/\sqrt2$, so $|N_{12}|=k/2$, and
$$\langle i|i_{\rm new}\rangle^2=\frac{1}{1+(h/h^*)^2},\qquad h^*=\frac{2g}{k}=\frac{g}{|N_{12}|}.$$
Because $|d\phi/dy|=kg/(g^2+k^2y^2)$ is even and peaks at $y=0$, the centred step is the worst step of length $h$. For $h<h^*$ overlap follows the adiabatic curve wherever the step falls; a centred step with $h>h^*$ carries the label to the other root.

The $^4T_1$ block of $d^3$ has two states with $n_e=1,2$, so the model is exact with $k=1$. The computed minimum $g=12B$ lies at $\Delta=9B$, giving $h^*=12/0.5=24B$ and overlaps $1/1.25=0.8$ and $1/5=0.2$ at $h^*/2$ and $2h^*$. The lower root has $\langle n_e\rangle=1.5-\frac12 y/\rho$, which at $\Delta=0$ is $1.5+\frac12\cdot9/15=1.8$. Among the gap minima above $\Delta/B=1$, the smallest $h^*$ belongs to roots 8 and 9 of $d^5\ {}^2T_2$ at $\Delta/B=29.66$, with $h^*=0.0713/0.3289=0.217B$ and overlaps $0.7998$ and $0.1968$, close to the two-level values. The grid step $0.25B$ exceeds this $h^*$; centred there it would give $1/(1+1.33)=0.43$ and a false swap.

## The scheme

```
for each S, Gamma: build H0, ne, L2; check size against characters
(E, V) = eigh(H0 + x0*diag(ne - 0.4n)); rank = 0..m-1
parent L of each root from weights on eigenspaces of L2

advance(xa, xb, Va, rank):
    (E, V) = eigh(H(xb))
    O = (Va^T V)^2 elementwise
    col = assignment maximising sum_i O[i, col[i]]
    low = min_i O[i, col[i]] < 0.8;  swap = (col != rank)
    if (low or swap) and xb - xa > 1e-6:
        xm = (xa + xb)/2
        (Vm, rankm) = advance(xa, xm, Va, rank)
        return advance(xm, xb, Vm, rankm)
    if low: stop with error
    if swap: record each inverted pair as a crossing
    return V[:, col] with signs making overlaps positive, col

ground(x) = min over blocks of lowest root
where its label changes: root search on the energy difference
plot E - ground; report <ne> and weights per root
```

Each row of $O$ sums to 1, so an entry above $\frac12$ is the strict maximum of its row. If all matched entries exceed $\frac12$, the assignment picks every row maximum and is unique. The threshold $0.8$ corresponds to $h=h^*/2$ in the two-level formula. A swap at an avoided crossing vanishes once bisection brings $h$ below $h^*$, whereas a swap at a true crossing persists down to the minimum step. As a test through true crossings, the 18 triplet curves of $d^6$ were merged into one matrix and hidden by a random orthogonal transformation. From $\Delta/B=0.51$ the tracker records 13 crossings, each between different irreps, and departs from the block curves by $3\times10^{-13}B$ at most, while energy sorting departs from them by up to $18.3B$.

The largest spin sector has $10\times10=100$ determinants and is handled once per $n$. Per grid point the cost scales as the sum of cubed block sizes, $1171$ for the twelve $d^6$ blocks against $210^3\approx9.3\times10^6$ unblocked; the assignment is also cubic in block size. A true crossing costs $\log_2(0.25/10^{-6})\approx18$ bisection levels with two diagonalisations each.

## Worked example: $d^6$

The $^5T_2$ block is one-dimensional with $n_e=2$, so its absolute slope is $2-2.4=-0.4$. The diagonal element of $t_2^6$ lies $37B$ above it at $\Delta=0$ (the program asserts equality with $5B+8C$ at these parameters), so without configuration mixing the difference is $37B-2\Delta$ and vanishes at $18.5B$. The computed crossover is $\Delta=17.03B=13\,626\ \mathrm{cm^{-1}}$, where mixing lowers $^1A_1$ by $37-2(17.032)=2.94B$. The ground degeneracy drops from 15 to 1 and the ground slope jumps from $-0.4000$ to $-2.3232$, that is from $\langle n_e\rangle=2$ to $2.4-2.3232=0.0768$. Every plotted curve changes slope there by $+1.9232$.

| root | slope, $\Delta/B=10$ | $\langle n_e\rangle$ | slope, $\Delta/B=25$ | $\langle n_e\rangle$ |
|---|---|---|---|---|
| $^5T_2$ | 0 | 2.0000 | 1.9487 | 2.0000 |
| $^1A_1$ | −1.8744 | 0.1256 | 0 | 0.0513 |
| $^3T_1$ | −0.9114 | 1.0886 | 0.9845 | 1.0358 |
| $^3T_2$ | −0.6484 | 1.3516 | 1.0589 | 1.1102 |

The rows are the lowest roots of their blocks. At $\Delta/B=25$ the $^5T_2$ slope is $2-0.0513=1.9487$ and the $^3T_1$ slope is $1.0358-0.0513=0.9845$. At $\Delta/B=10$ the reference is $^5T_2$, and $1.0886-2=-0.9114$. The occupations of the three mixed roots fall with $\Delta$, as the curvature formula requires; for $^1A_1$ at $\Delta/B=25$ it gives $-0.002289/B$, matching the second difference of the energy. At this field $^3T_1$, $^5T_2$, $^1T_1$ and $^1T_2$ lie at $13.85$, $15.44$, $22.58$ and $34.86B$, or about $11\,100$, $12\,300$, $18\,100$ and $27\,900\ \mathrm{cm^{-1}}$.

The residual occupation of $^1A_1$ has a strong-field form. The twofold rotations about the axes leave both $e$ orbitals invariant and give $xy$, $yz$, $zx$ three different sign patterns. Single excitations from $t_2^6$ therefore have no matrix element, and the double-excitation integral $(au|bv)$, with $a,b\in t_2$ and $u,v\in e$, vanishes unless $a=b$, which requires opposite spins. For $a=xy$ the matrix $(au|av)$ is $\mathrm{diag}(4B+C,\,C)$; the threefold rotation carries $xy$ to $yz$ and $zx$ while rotating the $e$ plane, which preserves the sum of squares. Hence
$$W=\sum_{a,u,v}(au|av)^2=3\big[(4B+C)^2+C^2\big]=3(64+16)B^2=240B^2 .$$
Let $v$ be the coupling vector to $t_2^4e^2$, $v^Tv=W$, and $\delta=v^T(H_0^{(22)}-H_0^{(00)})v/W$ the weighted repulsion offset of those states. Expanding the resolvent in $1/2\Delta$ gives the correction $-W/2\Delta+W\delta/4\Delta^2$ to the energy, and its derivative is
$$\langle n_e\rangle=\frac{W}{2\Delta^2}\Big(1-\frac{\delta}{\Delta}+\dots\Big).$$
At $\Delta/B=10^5$ the scaled value is $119.94$ against $120$, which implies $\delta\approx(0.06/120)\,10^5B\approx50B$, consistent with $\delta=50.3B$ from the definition. The leading term is useless at $\Delta/B=25$: it gives $0.192$, nearly four times the computed $0.0513$, because $\delta/\Delta\approx2$. Treating $t_2^4e^2$ as a single level at $2\Delta+\delta$, an estimate that resums the series approximately, gives $2W/(2\Delta+\delta)^2=480/100^2=0.048$ there, and a lowering of $240/84.4=2.84B$ at the crossover, against the computed $2.94B$.

## Failure modes

The slope fixes the mean $\sum_kk\,w_k$ and not the weights. For $d^5$ the hole symmetry makes each block spectrum even in $\Delta$, so a nondegenerate root has zero slope at $\Delta=0$ and $\langle n_e\rangle=2$. The lowest $^4T_1$ root there has weights $0.5,\,0,\,0.5$ on $n_e=1,2,3$, with nothing on $t_2^3e^2$. Weights must come from the vectors.

At a degeneracy the derivation of the slope fails. An unblocked solver at the crossover may return any mixture of $^5T_2$ and $^1A_1$; since $\hat n_e$ does not connect them, the expectation value lies anywhere between $0.0768$ and $2$, and a central difference of the lowest sorted energy returns the average of the two slopes, $-1.36$, while sorted roots 2 to 15, which are $^5T_2$ on both sides, keep the slope $-0.4$.

At $\Delta=0$ a term containing $\Gamma$ twice makes a block degenerate, so tracking starts at $\Delta=0.01B$. For $d^6$ every root then has more than $0.99$ of its weight on one $L$. For $d^3\ {}^2T_1$ the $^2P$ weight is spread as $0.374,\,0.056,\,0.570$ over roots 2 to 4. Admixture across a gap $G$ would be of order $(0.01B/G)^2$, so $^2P$ is degenerate on this scale with the term supplying the other two roots, and a single parent $L$ cannot be assigned. Where a parent exists it records an adiabatic connection: the $d^6$ root labelled $^1A_1(I)$ is $94\%$ $t_2^6$ at $\Delta/B=10$.

The tracker reports an avoided crossing with $h^*$ well below $10^{-6}B$ as a true crossing, and can stop with an error when $h^*$ is comparable to that step. Two crossings of the same pair inside one unrefined step leave the labels right but go unrecorded. A rounding error $\epsilon$ in $H$ mixes two vectors by about $\epsilon$ divided by their gap. With $\epsilon\sim10^{-13}B$ the mixing is negligible as long as the gap at each bisection point is much larger than $10^{-13}B$. The minimum step does not guarantee this, because a bisection point can fall arbitrarily close to a true crossing. Degeneracies that persist along $\Delta$, such as the partners of $E$ or $T$ in a spin-only block, make single-vector overlaps arbitrary, which is the reason for projecting on one row.

The numerical check compares the block spectra of $d^2$ to $d^8$ with a full Fock-space diagonalisation built from Gaunt coefficients in the complex basis, where the largest deviation is $5\times10^{-13}B$, and compares finite-difference slopes with $\langle n_e\rangle$, which agree to $4\times10^{-10}$.

## Table of computed values

```
input: C/B = 4.0, B = 800 cm^-1, A = 0
Slater F0, F2, F4 = 5.60, 77.00, 50.40 B
exchange K(xy,x2-y2) = 4.0000 B, K(xy,z2) = 8.0000 B
blocks vs full Fock-space spectrum, d2-d8: max error 5.0e-13 B
hole symmetry spread 2.7e-13 B; slope vs <n_e> max error 3.8e-10
grid Delta/B = 0.01 to 50.01, step 0.25; threshold 0.8, hmin 1e-06
d2: 45 states, 7 blocks, 11 curves, ground 3T1
d3: 120 states, 8 blocks, 20 curves, ground 4A2
d4: 210 states, 12 blocks, 43 curves, ground 5E->3T1 at Delta/B = 24.3570 (19486 cm^-1)
d5: 252 states, 11 blocks, 43 curves, ground 6A1->2T2 at Delta/B = 25.9516 (20761 cm^-1)
d6: 210 states, 12 blocks, 43 curves, ground 5T2->1A1 at Delta/B = 17.0320 (13626 cm^-1)
d7: 120 states, 8 blocks, 20 curves, ground 4T1->2E at Delta/B = 19.4226 (15538 cm^-1)
d8: 45 states, 7 blocks, 11 curves, ground 3A2
in-block crossings 0; avoided crossings (Delta/B > 1) 73; smallest gap 0.0713 B
d6 block sizes: 1A1:5 1A2:2 1E:5 1T1:4 1T2:7 3A1:1 3A2:2 3E:3 3T1:7 3T2:5 5E:1 5T2:1
d3 4T1(F): <n_e> at Delta = 0 is 1.8000
exact two-level: d3 4T1 roots 1,2: Delta/B = 9.0000, g = 12.0000 B, |N_ij| = 0.5000, hstar = 24.0000 B
  overlap^2 same/other: h=hstar/2 0.8000/0.2000; h=2hstar 0.2000/0.8000
smallest hstar: d5 2T2 roots 8,9: Delta/B = 29.6586, g = 0.0713 B, |N_ij| = 0.3289, hstar = 0.2167 B
  overlap^2 same/other: h=hstar/2 0.7998/0.2002; h=2hstar 0.1968/0.8031
merged d6 triplets: 18 curves from Delta/B = 0.51, 13 true crossings
  max error: overlap tracking 3.1e-13 B, energy sorting 18.256 B
d3 2T1 weight of 2P at Delta/B = 0.01: 0.000 0.374 0.056 0.570 0.000
d5 4T1(G), Delta = 0: <n_e> = 2.0000, weights n_e=1,2,3: 0.5000 0.0000 0.5000
d6 first order: E(t2^6)-E(5T2) at Delta=0 = 37.000 B, crossover Delta/B = 18.500
d6 exact crossover Delta/B = 17.0320 = 13626 cm^-1; ground degeneracy 15 -> 1
  ground slope left -0.4000, right -2.3232, jump -1.9232; <n_e> 2.0000 -> 0.0768
W = 240.00 B^2, W/2 = 120.00; <n_e>(1A1)*(Delta/B)^2 at 1e5 = 119.94
Delta/B = 25: 1A1 curvature -0.002289 1/B (difference -0.002289); W/(2x^2) = 0.1920
Delta/B = 25: 3T1 drift (1-overlap^2)/h^2 = 1.4278e-05, formula 1.4278e-05 1/B^2
d6, Delta/B = 10 (8000 cm^-1): root, E-E0 [B], [cm^-1], diagram slope, n_e, weights n_e=0..4
  5T2(D)#1 0.000 0 0.0000 2.0000 | 0.000 0.000 1.000 0.000 0.000
  5E(D)#1 10.000 8000 1.0000 3.0000 | 0.000 0.000 0.000 1.000 0.000
  3T1(H)#1 12.584 10067 -0.9114 1.0886 | 0.000 0.937 0.038 0.025 0.000
  1A1(I)#1 13.377 10702 -1.8744 0.1256 | 0.941 0.000 0.055 0.003 0.002
  3T2(H)#1 16.533 13226 -0.6484 1.3516 | 0.000 0.679 0.291 0.030 0.000
  3T1(H)#2 21.027 16821 0.0043 2.0043 | 0.000 0.006 0.986 0.006 0.002
d6, Delta/B = 25 (20000 cm^-1): root, E-E0 [B], [cm^-1], diagram slope, n_e, weights n_e=0..4
  1A1(I)#1 0.000 0 0.0000 0.0513 | 0.975 0.000 0.024 0.000 0.000
  3T1(H)#1 13.854 11083 0.9845 1.0358 | 0.000 0.973 0.018 0.009 0.000
  5T2(D)#1 15.437 12349 1.9487 2.0000 | 0.000 0.000 1.000 0.000 0.000
  3T2(H)#1 19.937 15949 1.0589 1.1102 | 0.000 0.907 0.076 0.017 0.000
  1T1(I)#1 22.577 18062 0.9703 1.0217 | 0.000 0.988 0.002 0.010 0.000
  1T2(I)#1 34.863 27890 1.1275 1.1788 | 0.000 0.839 0.143 0.018 0.000
  3T1(H)#2 36.509 29207 1.9507 2.0020 | 0.000 0.001 0.997 0.002 0.000
  3T2(F)#2 38.010 30408 1.9429 1.9942 | 0.000 0.017 0.971 0.012 0.000
```
